\section*{Child Law for Positive Ions and Sheath Thickness in Debye Lengths}

\section{The result}

A wall held far below the plasma potential is covered by a layer that contains positive ions and, except near its plasma edge, almost no electrons. If the ions cross this layer without collisions, their current density $J$, the voltage $V_0$ across the layer and its thickness $s$ are related, to leading order at high voltage, by the Child law
\begin{equation}
J=\frac49\,\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V_0^{3/2}}{s^2}.
\label{child}
\end{equation}
When the plasma supplies the Bohm current, the thickness is
\begin{equation}
s=\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2V_0}{T_e}\right)^{3/4},
\qquad
\lambda_D=\left(\frac{\varepsilon_0T_e}{e n_s}\right)^{1/2}.
\label{thickness}
\end{equation}

Here $M$ is the mass of a singly charged ion, $e>0$ is the elementary charge, and $n_s$ is the density at the sheath edge, where ion and electron densities are equal. The electron temperature $T_e$ is given in volts, so the thermal energy is $eT_e$. SI units are used.

The sheath is planar and steady, and no ions are created inside it. The edge is at $x=0$ with potential $\phi=0$, and the wall is at $x=s$ with $\phi=-V_0$. It is convenient to use the positive quantity $V=-\phi$, which rises from $0$ to $V_0$. The electric field is $E=-d\phi/dx=dV/dx$. It is positive, so it pushes the ions towards the wall.

Poisson's equation $\phi''=-\rho/\varepsilon_0$ becomes $V''=\rho/\varepsilon_0$. The task is to find the charge density $\rho$. The sections below start with the crudest choice and improve it one effect at a time.

\section{Simplest case: uniform ion density}

Suppose that the electrons are gone and the ions keep their edge density throughout the layer. Then $\rho=en_s$, and with $V=V'=0$ at the edge two integrations give
\begin{equation}
V''=\frac{en_s}{\varepsilon_0},\qquad
V'=\frac{en_s}{\varepsilon_0}x,\qquad
V=\frac{en_s}{2\varepsilon_0}x^2 .
\end{equation}
Setting $V(s)=V_0$ and using $\varepsilon_0/(en_s)=\lambda_D^2/T_e$,
\begin{equation}
s_{\rm uniform}=\left(\frac{2\varepsilon_0V_0}{en_s}\right)^{1/2}
=\lambda_D\left(\frac{2V_0}{T_e}\right)^{1/2}.
\label{uniform}
\end{equation}

This already shows why a high-voltage sheath is many Debye lengths thick: a given charge density needs a long distance to build up a large voltage. The flaw is that the ions are accelerated. In a steady flow the flux $nv$ is the same at every $x$, so the density must fall as the speed rises. The layer then holds less charge per unit length and has to be thicker than (\ref{uniform}).

\section{Accelerated ions: the Child law}

\subsection{Density and Poisson's equation}

Let the ions start at the edge with negligible speed. Without collisions, each ion turns the potential energy it loses into kinetic energy:
\begin{equation}
\frac12Mv^2=eV\quad\Rightarrow\quad v=\left(\frac{2eV}{M}\right)^{1/2}.
\end{equation}
Without ionization in the sheath, $J=env$ is constant, so
\begin{equation}
\rho=en=\frac{J}{v}=J\left(\frac{M}{2e}\right)^{1/2}V^{-1/2}.
\label{density}
\end{equation}
Poisson's equation is therefore
\begin{equation}
V''=A\,V^{-1/2},\qquad
A=\frac{J}{\varepsilon_0}\left(\frac{M}{2e}\right)^{1/2}.
\label{poisson}
\end{equation}

\subsection{Two integrations}

Multiplying (\ref{poisson}) by $V'$ turns both sides into derivatives:
\begin{equation}
\frac{d}{dx}\left(\frac{V'^2}{2}\right)=\frac{d}{dx}\left(2A\,V^{1/2}\right).
\end{equation}
The field at the edge is neglected against the much larger field in the sheath, so $V'=0$ where $V=0$ and the integration constant vanishes. Then $V'^2=4AV^{1/2}$. Since $V$ rises towards the wall, the positive root applies:
\begin{equation}
V'=2A^{1/2}V^{1/4}.
\end{equation}
Separating the variables and integrating from the edge gives
\begin{equation}
\int_0^V \frac{dU}{U^{1/4}}=2A^{1/2}x
\quad\Rightarrow\quad
\frac43V^{3/4}=2A^{1/2}x .
\label{profile0}
\end{equation}
At the wall, $V=V_0$ and $x=s$. Squaring gives $\frac{16}{9}V_0^{3/2}=4As^2$, hence
\begin{equation}
A=\frac49\frac{V_0^{3/2}}{s^2}.
\end{equation}
By the definition of $A$, $J=\varepsilon_0(2e/M)^{1/2}A$, which is the Child law (\ref{child}).

Dividing (\ref{profile0}) by its value at the wall gives the profile, and its derivative gives the field:
\begin{equation}
V=V_0\left(\frac xs\right)^{4/3},\qquad
E=\frac{4V_0}{3s}\left(\frac xs\right)^{1/3}.
\label{profiles}
\end{equation}
The wall field is thus $4/3$ of the mean field $V_0/s$. In the uniform case it is twice the mean field; here the charge sits closer to the edge, so the field rises earlier and is more even.

\subsection{Check by following one ion}

The same law follows from the motion of a single ion. The field it feels changes at the rate
\begin{equation}
\frac{dE}{dt}=v\frac{dE}{dx}=v\frac{en}{\varepsilon_0}=\frac{J}{\varepsilon_0},
\end{equation}
which is constant. Starting from rest at zero field, $E=Jt/\varepsilon_0$. Integrating $M\,dv/dt=eE$ twice gives
\begin{equation}
v=\frac{eJ}{2\varepsilon_0M}t^2,\qquad
x=\frac{eJ}{6\varepsilon_0M}t^3 .
\end{equation}
Hence $v=3x/t$, and the transit time is
\begin{equation}
\tau=\frac{3s}{v_0},\qquad v_0=\left(\frac{2eV_0}{M}\right)^{1/2}.
\label{transit}
\end{equation}
Inserting $\tau$ in $s=eJ\tau^3/(6\varepsilon_0M)$ and solving for $J$,
\begin{equation}
J=\frac{6\varepsilon_0M}{e}\,\frac{s\,v_0^3}{27s^3}
=\frac{2\varepsilon_0}{9e}\frac{(Mv_0^2)\,v_0}{s^2}
=\frac49\frac{\varepsilon_0V_0v_0}{s^2},
\end{equation}
where $Mv_0^2=2eV_0$ was used. This is (\ref{child}) again, including the factor $4/9$.

\section{The current supplied by the plasma}

The Child law connects three quantities. With $V_0$ given, one more relation is needed to fix $s$, and the plasma provides it by setting $J$.

\subsection{Lowest entry speed}

Near the edge electrons are still present. If they are in thermal equilibrium in the retarding potential, their density is $n_se^{-\eta}$ with $\eta=V/T_e$. Let the ions enter with speed $m\,u_B$, where
\begin{equation}
u_B=\left(\frac{eT_e}{M}\right)^{1/2}
\end{equation}
is the Bohm speed. Energy conservation gives $v^2=m^2u_B^2+2eV/M=u_B^2(m^2+2\eta)$, and constant flux gives
\begin{equation}
\frac{n_i}{n_s}=\frac{m\,u_B}{v}=\left(1+\frac{2\eta}{m^2}\right)^{-1/2}.
\end{equation}
For small $\eta$ the ion density is $n_s(1-\eta/m^2)$ and the electron density is $n_s(1-\eta)$, so
\begin{equation}
\frac{n_i-n_e}{n_s}\simeq\left(1-\frac1{m^2}\right)\eta .
\end{equation}

If $m<1$, the ion density at first falls faster than the electron density and the charge becomes negative. With a vanishing field at the edge, as assumed here, a positive sheath then cannot start. Thus $m\ge1$. The marginal case $m=1$ is allowed: the charge is positive when $(1+2\eta)^{-1/2}>e^{-\eta}$, that is, when $e^{2\eta}>1+2\eta$, and this holds for every $\eta>0$.

The inequality alone would permit faster ions. The model adopts the marginal value as the speed to which the presheath, the quasineutral region in front of the sheath, accelerates the ions. The Bohm current is then
\begin{equation}
J=en_su_B=en_s\left(\frac{eT_e}{M}\right)^{1/2}.
\label{bohm}
\end{equation}
An ion that gains this speed from rest without collisions falls through $T_e/2$, because $\frac12Mu_B^2=\frac12eT_e$. That presheath drop is not part of $V_0$.

\subsection{Thickness in Debye lengths}

Equating (\ref{bohm}) and (\ref{child}),
\begin{equation}
en_s\left(\frac{eT_e}{M}\right)^{1/2}
=\frac49\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V_0^{3/2}}{s^2}.
\end{equation}
The factor $(e/M)^{1/2}$ cancels. Solving for $s^2$ and inserting $\varepsilon_0/(en_s)=\lambda_D^2/T_e$,
\begin{equation}
s^2=\frac{4\sqrt2}{9}\,\frac{\varepsilon_0}{en_s}\,\frac{V_0^{3/2}}{T_e^{1/2}}
=\frac{4\sqrt2}{9}\lambda_D^2\left(\frac{V_0}{T_e}\right)^{3/2}
=\frac29\lambda_D^2\left(\frac{2V_0}{T_e}\right)^{3/2}.
\end{equation}
The last step uses $4\sqrt2=2\cdot2^{3/2}$. The square root is (\ref{thickness}).

The ion mass has dropped out. Heavier ions arrive more slowly at the edge and also cross the sheath more slowly, in the same proportion, so the density profile is unchanged. At fixed $n_s$ the thickness varies as $n_s^{-1/2}T_e^{-1/4}V_0^{3/4}$. Within this formula hotter electrons make the sheath slightly thinner, although $\lambda_D$ grows, because they raise the ion current. The corrections derived below grow with $T_e$; they weaken this trend and can reverse it at moderate $V_0/T_e$.

\subsection{Limit near the edge}

With $J=en_su_B$, the density (\ref{density}) is $n/n_s=u_B/v=(T_e/2V)^{1/2}$. It diverges at $V=0$, which is the price of starting the ions from rest while demanding a finite flux. It has fallen to $n_s$ at $V=T_e/2$, and (\ref{profiles}) places this point at
\begin{equation}
x=s\left(\frac{T_e}{2V_0}\right)^{3/4}=\frac{\sqrt2}{3}\lambda_D .
\end{equation}
The region of excessive density is about half a Debye length wide, whatever the voltage. This suggests that the fault matters little in a thick sheath; the section on the entry speed measures its effect.

\section{A mercury sheath in numbers}

Take Hg$^+$ ions with round values $n_s=10^{16}\,\mathrm{m^{-3}}$, $T_e=2$ V and $V_0=400$ V. The ion mass is $3.331\times10^{-25}$ kg. The Debye length is $0.1051$ mm and the Bohm speed is $980.8$ m/s, so $J=en_su_B=1.571\ \mathrm{A/m^2}$. With $2V_0/T_e=400$,
\begin{equation}
\frac{s}{\lambda_D}=0.4714\times400^{3/4}=42.16,\qquad
s=42.16\times0.1051\ \mathrm{mm}=4.43\ \mathrm{mm}.
\end{equation}
The uniform-density estimate (\ref{uniform}) would give $400^{1/2}=20$ Debye lengths, less than half as much.

The wall speed is $v_0=u_B(2V_0/T_e)^{1/2}=20u_B=1.96\times10^4$ m/s. The ion density at the wall is therefore $n_s/20=5.0\times10^{14}\ \mathrm{m^{-3}}$. The wall field and the transit time are
\begin{align}
E(s)&=\frac{4\times400\ \mathrm V}{3\times4.433\times10^{-3}\ \mathrm m}
=120\ \mathrm{kV/m},\\
\tau&=\frac{3\times4.433\times10^{-3}\ \mathrm m}{1.962\times10^4\ \mathrm{m/s}}
=0.678\ \mu\mathrm s .
\end{align}

Direct numerical integration of Poisson's equation, with ions entering at $0.001u_B$ and carrying the Bohm current, gives $4.4331$ mm, $120.31$ kV/m and $0.6779\ \mu$s. The potential drop reaches $V_0/16$ at $x/s=0.12503$, where (\ref{profiles}) gives $(1/16)^{3/4}=0.125$. These tests confirm the solution of Child's model. They do not show how well the model represents a sheath whose ions enter at the Bohm speed among electrons.

\section{Restoring the entry speed}

Let the ions enter at $u_B$, still without electrons and with zero edge field. With lengths measured in Debye lengths, $\xi=x/\lambda_D$, Poisson's equation is
\begin{equation}
\frac{d^2\eta}{d\xi^2}=\frac{n_i}{n_s}=\frac1w,\qquad w=(1+2\eta)^{1/2}.
\end{equation}
Since $dw/d\eta=1/w$, multiplication by $d\eta/d\xi$ and integration give
\begin{equation}
\frac12\left(\frac{d\eta}{d\xi}\right)^2=w-1 .
\end{equation}
Now $d\eta=w\,dw$. With $u=w-1$, the thickness is
\begin{align}
\frac{s}{\lambda_D}
&=\frac1{\sqrt2}\int_1^w\frac{w'\,dw'}{(w'-1)^{1/2}}
=\frac1{\sqrt2}\left(\frac23u^{3/2}+2u^{1/2}\right)\nonumber\\
&=\frac{\sqrt2}{3}(w+2)(w-1)^{1/2},
\label{entry}
\end{align}
with $w$ taken at the wall.

This formula has two useful limits. For $\eta\ll1$, $w-1\simeq\eta$ and $w+2\simeq3$, so $s\simeq\lambda_D(2\eta)^{1/2}$: the ions hardly accelerate and the uniform case (\ref{uniform}) returns. For $\eta\gg1$,
\begin{equation}
(w+2)(w-1)^{1/2}\simeq w^{3/2}\left(1+\frac2w\right)\left(1-\frac1{2w}\right)
\simeq w^{3/2}\left(1+\frac3{2w}\right),
\end{equation}
and $w\simeq(2\eta)^{1/2}$ gives Child's thickness with a relative increase of $3/(2w)$. At fixed flux, faster ions are less dense, so the same voltage needs a longer sheath.

In the example $w\simeq20$, and the predicted increase is $7.5\%$ of Child's value. Integration gives $45.29\lambda_D$, an increase of $7.4\%$.

\section{Restoring the electrons}

With electrons included, the equation and its first integral are
\begin{equation}
\frac{d^2\eta}{d\xi^2}=\frac1w-e^{-\eta},\qquad
\frac12\left(\frac{d\eta}{d\xi}\right)^2=w-2+e^{-\eta}.
\label{full}
\end{equation}
The constant $-2$ makes the field vanish at $\eta=0$, where $w=1$ and $e^{-\eta}=1$.

\subsection{The edge has no sharp position}

For small $\eta$, $w=1+\eta-\eta^2/2+\eta^3/2$ and $e^{-\eta}=1-\eta+\eta^2/2-\eta^3/6$ to third order. Everything below $\eta^3$ cancels in (\ref{full}), leaving
\begin{equation}
\left(\frac{d\eta}{d\xi}\right)^2\simeq\frac23\eta^3 .
\end{equation}
The distance from a small drop $\eta_a$ to a larger small drop $\eta_b$ is then
\begin{equation}
\Delta\xi\simeq\sqrt{\frac32}\int_{\eta_a}^{\eta_b}\eta^{-3/2}d\eta
=\sqrt6\left(\eta_a^{-1/2}-\eta_b^{-1/2}\right),
\end{equation}
which diverges as $\eta_a\to0$. In this model a finite thickness has a meaning once a starting potential is stated. Below, the distance is measured from the point where the potential has dropped by $T_e$. Starting at a drop of $0.1T_e$ instead adds $6.70\lambda_D$.

\subsection{Correction at high voltage}

Far into the sheath $e^{-\eta}$ is negligible. The integral has the same form as before, now with $u=w-2$:
\begin{equation}
\frac1{\sqrt2}\int\frac{w\,dw}{(w-2)^{1/2}}
=\frac1{\sqrt2}\left(\frac23u^{3/2}+4u^{1/2}\right)
=\frac{\sqrt2}{3}(w+4)(w-2)^{1/2}.
\end{equation}
The thickness is this expression plus a constant $C$ that depends on the starting potential. Expanding,
\begin{equation}
(w+4)(w-2)^{1/2}\simeq w^{3/2}\left(1+\frac4w\right)\left(1-\frac1w\right)
\simeq w^{3/2}\left(1+\frac3w\right).
\end{equation}
Relative to Child's thickness, $C$ contributes a term of order $w^{-3/2}$, which is smaller than $3/w$ at large $w$. Thus
\begin{equation}
\frac{s_{\rm full}}{s_{\rm Child}}\simeq1+\frac{3}{(2V_0/T_e)^{1/2}} .
\label{correction}
\end{equation}
Half of the correction is the entry-speed effect found above. The other half comes from the electrons, which cancel part of the ion charge near the edge and so reduce the field everywhere beyond.

The ratios obtained by numerical integration from a drop of $T_e$ are:
\begin{center}
\begin{tabular}{rcc}
$V_0/T_e$ & full/Child & Eq.~(\ref{correction})\\
20 & 1.373 & 1.474\\
200 & 1.140 & 1.150\\
2000 & 1.047 & 1.047\\
20000 & 1.015 & 1.015
\end{tabular}
\end{center}
The estimate improves as the voltage rises, as a leading correction should. The agreement is this close because $C$ happens to be nearly zero, about $0.004$ Debye lengths, for a start at a drop of $T_e$; a start at $0.1T_e$ gives ratios of $2.27$, $1.30$, $1.075$ and $1.020$. The decay is slow: a hundredfold increase in voltage reduces the leading correction tenfold.

For the mercury example the full thickness is $48.09\lambda_D=5.06$ mm, or $14\%$ above Child's value. With the start at a drop of $0.1T_e$ it would be $48.09+6.70=54.79$ Debye lengths, or $30\%$ above. At $V_0/T_e=200$ the difference from the Child formula therefore depends strongly on where the edge is placed, and the formula should be read as an estimate of the sheath's size.

\section{Where the law applies}

The expansion requires $(2V_0/T_e)^{1/2}\gg3$. A drop of a few $T_e$ does not qualify, and (\ref{full}) should then be integrated directly.

The ion mean free path must be well above $s$, here well above about 5 mm. In mercury vapour resonant charge exchange, with a cross-section of order $10^{-18}\ \mathrm{m^2}$, limits the path to roughly 2 cm at the room-temperature vapour pressure and to roughly $s$ itself near $40\,^\circ$C, so the example is collisionless only at low vapour pressure. Collisions slow the ions, which raises their density at a given flux and makes the sheath thinner than the collisionless one at the same $J$ and $V_0$. The wall must look flat on the scale of $s$, and the voltage must change little during the ion transit time, which is $0.68\ \mu$s here in Child's model and, with entry speed and electrons included, $0.65\ \mu$s from a drop of $T_e$ and $1.2\ \mu$s from a drop of $0.1T_e$. Negative ions, or electrons emitted by the wall, would add charge that the derivation leaves out.

The numerical output below lists the values for the mercury sheath and the comparison at the four voltages.

\section*{Computed results}
\begin{verbatim}
Inputs
edge density n_s = 1.0e+16 m^-3
electron temperature Te = 2.0 V
edge-to-wall drop V0 = 400 V
Hg ion mass = 200.59 u = 3.3309e-25 kg
Child law with Bohm current
V0/Te = 200 (no unit)
Debye length = 0.1051 mm
Bohm speed = 980.8 m/s
ion current density = 1.5714 A/m^2
thickness s/lambda_D = 42.16 (no unit)
thickness s = 4.433 mm
wall field = 120.3 kV/m
ion speed at wall = 1.9616e+04 m/s
ion density at wall = 5.000e+14 m^-3
ion transit time = 0.678 microseconds
Child density equals n_s at x = 0.4714 lambda_D
Direct integration, entry speed 0.001 u_B, no electrons
thickness = 4.4331 mm
wall field = 120.31 kV/m
transit time = 0.6779 microseconds
x at drop V0/16, divided by s = 0.12503
Direct integration, entry speed u_B, no electrons
thickness = 45.29 lambda_D
ratio to Child thickness = 1.0741
Bohm-speed ions and electrons, measured from drop Te
thickness = 48.09 lambda_D
thickness = 5.055 mm
distance from drop 0.1 Te to drop Te = 6.70 lambda_D
V0/Te | Child s | full s (lambda_D) | full/Child | 1+3/sqrt(2V0/Te)
20 | 7.50 | 10.29 | 1.3730 | 1.4743
200 | 42.16 | 48.09 | 1.1405 | 1.1500
2000 | 237.10 | 248.13 | 1.0465 | 1.0474
20000 | 1333.33 | 1353.21 | 1.0149 | 1.0150
\end{verbatim}
